# Doppler Shift of an Argon-Ion Absorption Line at the Bohm Speed

## Problem

A laser beam enters an argon discharge and runs perpendicular to a wall, towards it. It excites singly charged argon ions from a long-lived (metastable) level on a line whose vacuum wavelength, for an ion at rest, is $\lambda_0=668.6$ nm. The excited ions then radiate at a different wavelength, roughly 443 nm. A detector collects this fluorescence while the laser frequency is scanned. The 668.6 nm line is thus the one on which the ions absorb, and the fluorescence serves to show when they do.

The electron temperature is $T_e=3.00$ eV. Temperatures are written as energies here, so Boltzmann's constant does not appear. The ions are cold, and they reach the edge of the wall sheath at the Bohm speed belonging to this electron temperature. The ion mass is $M=39.95$ u $=6.634\times10^{-26}$ kg.

(a) How fast do the ions move at the sheath edge?

(b) By how much, and in which direction, must the laser be detuned from the rest frequency $\nu_0=c/\lambda_0$ to excite them?

(c) How does the answer change if the ions at the sheath edge have a temperature $T_i=0.05$ eV, and how wide is the line then?

The sheath is taken to be free of collisions and the plasma free of a magnetic field. The metastable ions are assumed to move with the same velocity as the other ions; this is a condition for the measurement to report the ion flow at all.

## First estimate by scaling

The ions are pulled to the wall by an electric field which the plasma sets up to hold back its electrons. The potential differences in the plasma are therefore of order $T_e/e$, and an ion falling through them gains an energy of order $T_e$. The one speed that can be formed from $T_e$ and $M$ is $\sqrt{T_e/M}$.

An ion moving at speed $u$ along the beam runs away from the wave crests. In one second it covers $u/\lambda_0$ wavelengths, and it misses that many crests. The detuning must make up for this number, so

$$
\Delta\nu = C\,\frac{1}{\lambda_0}\sqrt{\frac{T_e}{M}},
$$

where scaling leaves the number $C$ open. With $T_e\approx5\times10^{-19}$ J and $M\approx7\times10^{-26}$ kg, the speed is about $3\times10^3$ m/s. Division by $0.7\times10^{-6}$ m gives about 4 GHz if $C=1$.

The uncertainty in $C$ matters. If the ions had a kinetic energy equal to $T_e$, then $Mu^2/2=T_e$ and $C=\sqrt2$. A calculation of the flow has to decide.

## Exact solution of the model

### The sheath sets a lower bound on the speed

Let $\Phi\ge0$ be the drop of the electric potential below its value at the sheath edge. At the edge $\Phi=0$, and ions and electrons have the same density $n_s$. The ions enter with speed $u$. Energy conservation gives their speed $v$ further in:

$$
\tfrac12Mv^2=\tfrac12Mu^2+e\Phi .
$$

No ions are created or lost in the thin sheath, so the flux is constant, $n_iv=n_su$. Hence

$$
n_i=n_s\frac uv=n_s\left(1+\frac{2e\Phi}{Mu^2}\right)^{-1/2}.
$$

For the electrons, the electric force balances the pressure gradient: $-e\,n_e\,d\Phi/dx=T_e\,dn_e/dx$. Integration gives $n_e=n_s\exp(-e\Phi/T_e)$.

Introduce $y=e\Phi/T_e$ and $m^2=Mu^2/T_e$. Then $2e\Phi/(Mu^2)=2y/m^2$. With $(1+z)^{-1/2}=1-z/2+3z^2/8-\dots$ and $e^{-y}=1-y+y^2/2-\dots$, the normalized space charge is

$$
\frac{n_i-n_e}{n_s}=\left(1-\frac1{m^2}\right)y+\left(\frac{3}{2m^4}-\frac12\right)y^2+\dots
$$

Its sign matters because of Poisson's equation. Since $\Phi$ is a drop, the equation reads $\Phi''=e(n_i-n_e)/\varepsilon_0$. Multiply by $\Phi'$ and integrate from the edge, where the field is negligible on the scale of sheath fields:

$$
\frac12(\Phi')^2=\frac e{\varepsilon_0}\int_0^{\Phi}(n_i-n_e)\,d\Phi_1 .
$$

The left side cannot be negative. If $m<1$, the linear term makes the right side negative for small $\Phi$, and no sheath solution starts from the edge. Therefore $m\ge1$, or

$$
u\ge u_B=\sqrt{\frac{T_e}{M}} .
$$

At $m=1$ the linear term vanishes, so the full expression must be examined. The charge is positive if $(1+2y)^{-1/2}>e^{-y}$. Both sides are positive; inverting and squaring turns this into $e^{2y}>1+2y$, which holds for every $y>0$ because the remaining terms of the exponential series are positive. The marginal speed is thus allowed.

### The plasma sets an upper bound

The inequality does not yet say how fast the ions are. That follows from the region before the sheath, the presheath, where $n_i\approx n_e=n$. Let $x$ be the distance from the midplane of the discharge. Ionization adds $S$ ions per volume and time, uniformly and at rest. The ions are described by one mean speed $u(x)$, and the spread of their speeds, which ionization at different places would produce, is neglected. Particle and momentum balance are

$$
\frac{d(nu)}{dx}=S,\qquad \frac{d(Mnu^2)}{dx}=enE .
$$

New ions bring no momentum, so the second equation has no source term. The electron force balance is $enE=-T_e\,dn/dx$. Inserting it gives

$$
\frac{d}{dx}\left(Mnu^2+nT_e\right)=0 .
$$

At the midplane $u=0$ and $n=n_0$, so $n(Mu^2+T_e)=n_0T_e$. With $w=u/u_B$, division by $T_e$ yields $n=n_0/(1+w^2)$. The particle balance integrates to $nu=Sx$. Together they give

$$
\xi\equiv\frac{Sx}{n_0u_B}=\frac{w}{1+w^2},\qquad
\frac{d\xi}{dw}=\frac{1-w^2}{(1+w^2)^2}.
$$

Starting from $w=0$, the position $\xi$ grows with $w$ up to $w=1$, where it reaches its largest value, $1/2$. The flow cannot be continued to larger $x$, so the quasineutral region delivers ions with $w\le1$. The sheath accepts ions with $w\ge1$. Both conditions hold together at $w=1$, and the ions cross the edge at $u_B$. The density there is $n_0/2$.

The last part of the acceleration is steep. Solving $\xi w^2-w+\xi=0$ for the branch that starts at rest gives

$$
w=\frac{1-\sqrt{1-4\xi^2}}{2\xi}.
$$

At 99.8% of the presheath length, $\xi=0.499$ and $w=0.939$. Direct numerical integration of the two balance equations gives the same value. In this model a laser spot slightly in front of the edge therefore sees ions several per cent slower than $u_B$.

### Answer to (a)

With $T_e=3.00\times1.602\times10^{-19}$ J $=4.806\times10^{-19}$ J,

$$
u_B=\sqrt{\frac{4.806\times10^{-19}\ \mathrm{J}}{6.634\times10^{-26}\ \mathrm{kg}}}
=\sqrt{7.245\times10^{6}\ \mathrm{m^2/s^2}}=2692\ \mathrm{m/s}.
$$

The kinetic energy is $Mu_B^2/2=T_e/2=1.50$ eV, half the electron temperature.

The bound can be tested without expanding the densities. The space charge is integrated numerically over a drop of $10^{-3}\,T_e/e$, and the speed is sought at which the integral vanishes. The result is 2690.8 m/s, against 2691.7 m/s from the formula. The small difference comes from the finite drop. Near $m=1$ the integral is $(1-1/m^2)y^2/2+y^3/3$, since the coefficient of $y^2$ in the space charge is close to 1. It vanishes at $1/m^2=1+2y/3$, or $m\approx1-y/3$. For $y=10^{-3}$ this lowers the speed by 0.9 m/s. As the drop tends to zero, the threshold tends to $u_B$.

### The resonance condition

Let the laser have frequency $\nu_L$ in the laboratory. Crest number $k$ leaves $x=0$ at time $k/\nu_L$ and is later at $x=c(t-k/\nu_L)$. The ion is at $x=x_0+ut$, with $u>0$ for motion along the beam. They meet when

$$
c\left(t_k-\frac{k}{\nu_L}\right)=x_0+ut_k
\quad\Longrightarrow\quad
t_k=\frac{x_0+ck/\nu_L}{c-u}.
$$

With $\beta=u/c$, successive meetings are separated by

$$
t_{k+1}-t_k=\frac{c}{\nu_L(c-u)}=\frac1{\nu_L(1-\beta)} .
$$

The ion's own clock records this interval shortened by the factor $\sqrt{1-\beta^2}$. The frequency seen by the ion is the inverse of that shorter interval:

$$
\nu'=\nu_L\frac{1-\beta}{\sqrt{1-\beta^2}}=\nu_L\sqrt{\frac{1-\beta}{1+\beta}} .
$$

The last step uses $1-\beta^2=(1-\beta)(1+\beta)$. The ion absorbs when $\nu'=\nu_0$, so

$$
\nu_L=\nu_0\sqrt{\frac{1+\beta}{1-\beta}}
=\nu_0\,\frac{1+\beta}{\sqrt{1-\beta^2}}
=\nu_0\left(1+\beta+\frac{\beta^2}{2}+\dots\right).
$$

To first order, with $\nu_0=c/\lambda_0$,

$$
\Delta\nu=\nu_L-\nu_0=\nu_0\frac uc=\frac{u}{\lambda_0}.
$$

The sign deserves attention. The moving ion sees the laser shifted to the red. To bring the light into resonance in the ion's frame, the laser must be tuned to the blue. If the beam runs against the flow, $u$ is negative in these formulas and the laser must be tuned to the red. For a beam at an angle $\theta$ to the flow, the velocity component along the beam counts, and $\Delta\nu=u\cos\theta/\lambda_0$ to first order.

### Answer to (b)

$$
\Delta\nu=\frac{2691.7\ \mathrm{m/s}}{668.6\times10^{-9}\ \mathrm{m}}
=4.026\times10^{9}\ \mathrm{Hz}\approx4.0\ \mathrm{GHz}.
$$

The laser is tuned above the rest frequency by this amount. In wavelength, $\lambda=c/\nu$ gives $\Delta\lambda\approx-\lambda_0\beta$ to first order. With $\beta=8.979\times10^{-6}$ the wavelength is shortened by 6.0 pm.

A numerical solution that intersects the paths of crests and ion, and includes the ion's clock, gives 4.026 GHz for motion along the beam and $-4.026$ GHz for motion against it. The second-order term, $\nu_0\beta^2/2$, amounts to 18.1 kHz and plays no part at this precision.

The photon's momentum also has an effect. An ion at rest must take up the recoil energy $(h\nu/c)^2/(2M)$ in addition to its excitation energy $h\nu_0$. This raises the resonance by about $h\nu_0^2/(2Mc^2)=h/(2M\lambda_0^2)=11.2$ kHz, which is equally negligible here.

### Answer to (c): warm ions

Here $T_i$ describes the spread of the ion speeds at the sheath edge. It is not the temperature deep in the plasma. Ions that start with different speeds $v_0$ and fall through the same potential drop gain the same energy, so $v\,\delta v=v_0\,\delta v_0$, and their spread in speed shrinks as they accelerate.

Ions with different speeds respond differently to the same potential drop. For one speed $v$ at the edge, a small drop changes the density by the factor $1-e\Phi/(Mv^2)$. Averaging over the speeds, and comparing with the electron factor $1-e\Phi/T_e$, gives the condition for non-negative charge to first order in $\Phi$:

$$
\left\langle\frac1{v^2}\right\rangle\le\frac{M}{T_e}.
$$

Slow ions weigh heavily in this average. To evaluate it in closed form, take a flat distribution between $u-a$ and $u+a$, with $a<u$. Its variance is $a^2/3$; defining the temperature by the variance gives $T_i=Ma^2/3$. Then

$$
\left\langle\frac1{v^2}\right\rangle
=\frac1{2a}\int_{u-a}^{u+a}\frac{dv}{v^2}
=\frac1{2a}\left(\frac1{u-a}-\frac1{u+a}\right)
=\frac1{u^2-a^2}.
$$

The condition becomes $u^2\ge T_e/M+a^2$. With $a^2=3T_i/M$, the marginal speed is

$$
u=\sqrt{\frac{T_e+3T_i}{M}} .
$$

For $T_i=0.05$ eV the numerator is 3.15 eV and the speed is 2758 m/s. Integrating the space charge of the flat distribution over the same small drop as before gives a threshold of 2757 m/s. If the ions leave the presheath at this marginal speed, as the cold ions do, the shift becomes 4.125 GHz, which is 2.5% above the cold value.

For the line width, let the speeds be spread about $u$ as in a Maxwellian, in proportion to $\exp[-M(v-u)^2/(2T_i)]$. A laser detuned by $\delta$ addresses ions with $v=\lambda_0\delta$. The signal falls to half its maximum when $(v-u)^2=2\ln2\,T_i/M$. The two half-height points are therefore separated in speed by $2\sqrt{2\ln2\,T_i/M}$, and the full width in frequency due to the ion temperature alone is

$$
\Delta\nu_{1/2}=\frac1{\lambda_0}\sqrt{\frac{8\ln2\;T_i}{M}}=1.22\ \mathrm{GHz}.
$$

The ratio of width to cold shift is $\sqrt{8\ln2\,T_i/T_e}=0.30$, so the shifted line stands clear of the rest frequency.

The two distributions serve different purposes. A complete Maxwellian contains ions with $v$ near zero, for which $\langle1/v^2\rangle$ diverges, so it cannot be used in the sheath condition. In the line profile these ions are invisible: with $u$ equal to the warm marginal speed, they lie $\sqrt{(T_e+3T_i)/T_i}\approx7.9$ standard deviations from the centre.

## Comparison of the estimate and the solution

The scaling estimate gave about 4 GHz with $C=1$; the solution for cold ions gives 4.026 GHz. The agreement rests on a factor that scaling could not supply: the ratio $u/\sqrt{T_e/M}$ is 1 at the sheath edge because the bounds from the two sides meet there. The other ratio, $\Delta\nu/(u/\lambda_0)$, was already set to 1 by counting the missed crests; the exact treatment confirms this up to a relative correction of order $\beta$.

Reading "3 eV" as the kinetic energy of the ions would give $\sqrt2\times4.026=5.694$ GHz. That is the shift of ions which have already fallen some way into the sheath: they have gained another 1.5 eV beyond the edge. The estimate alone cannot reject this value, since it differs by a factor of order one.

The choice of wavelength matters in the same way. Inserting the fluorescence wavelength of roughly 443 nm gives 6.08 GHz. This would be the shift of the emitted light for an observer towards whom the ions move. It does not locate the resonance in a laser scan, where the detector accepts the whole fluorescence line and the absorption decides how many ions are excited.

Warm ions turn the open number into $C=\sqrt{1+3T_i/T_e}$ for the flat distribution. The scaling law in $T_e$ then holds at a fixed ratio $T_i/T_e$. At fixed $T_i$, the shift grows more slowly than $\sqrt{T_e}$.

## Reading a measured shift

The relation $u=\lambda_0\Delta\nu$ turns each GHz of shift into 668.6 m/s. It needs no assumption about the sheath. Inferring the electron temperature does: for cold ions that all cross the edge at the Bohm speed, $T_e=M(\lambda_0\Delta\nu)^2$. Because the shift enters squared, a small relative error in it is doubled. Applying the cold formula to the warm shift of 4.125 GHz returns $T_e+3T_i=3.15$ eV, which is 5% above the true electron temperature.

The rest frequency must be known much better than the quoted wavelength allows. A change of 0.1 nm in $\lambda_0$ moves $\nu_0=448.39$ THz by $448.39\times0.1/668.6$ THz, about 67 GHz, far more than the shift sought. If the beam can also be sent through the same spot in the opposite direction, the two resonances lie at $\nu_0\pm4.026$ GHz. Half their separation gives the shift, and their midpoint gives $\nu_0$, to first order in $\beta$.

## The model beside a real discharge

The chosen electron temperature is a rough typical value for low-pressure plasma etching. The ion temperature of 0.05 eV is a rough value for the bulk of such a plasma; using it for the spread at the sheath edge is an assumption. Further rough values are a pressure of 1 mTorr, a gas temperature of 300 K and a density of $10^{10}$ cm$^{-3}$. With a rough ion-neutral cross-section of $10^{-14}$ cm$^2$, the ion mean free path is 3.1 cm. The Debye length $\sqrt{\varepsilon_0T_e/(n_0e^2)}$ is 0.013 cm; at the edge, where the collisionless model halves the density, it is larger by $\sqrt2$. Ion collisions in the presheath lower the edge density to roughly a third of $n_0$ and make it somewhat larger still. A sheath some Debye lengths thick is then nearly free of collisions. A strongly biased electrode has a thicker sheath, and the comparison must be repeated with its actual thickness. The presheath is a different matter. At this pressure and electron temperature ionization is slow, and a uniformly ionized presheath would have to be roughly 10 to 30 cm long, depending on the ionization rate and the collisions, which is several mean free paths. Collisions there produce slow ions and change the speed distribution. That change is not calculated here.

Even without collisions, the ions would not share one speed, because ions created at different places fall through different potential differences. If cold ions are created uniformly and at rest, following them through a collisionless, quasineutral presheath gives a mean speed of $1.14\,u_B$ at the edge and a largest speed of $1.31\,u_B$. The variance of these speeds corresponds to 0.12 eV, for which the flat-distribution formula would give only $1.06\,u_B$: that formula holds for a narrow spread and fails when there is a tail of slow ions. With a thermal spread of 0.05 eV added at the edge, the line peaks near 5.0 GHz and is about 1.6 GHz wide. If the ions instead have this spread when they are created, the acceleration compresses it, and in the same potential the peak is sharper and lies near the 5.3 GHz that belongs to $1.31\,u_B$. The value 4.026 GHz thus belongs to ions that all move at the Bohm speed, as the problem assumes. The peak of a real line can differ from it by 20% or more.

The position of the laser spot matters too: at 99.8% of the presheath length, the cold model gives a shift about 6% below its value at the edge. This figure assumes a Debye length negligible even beside the remaining 0.2% of the presheath. For a presheath of 20 cm that remainder is only 0.4 mm, about two Debye lengths at the edge. Quasineutrality cannot be relied on there, and the 6% is only an indication. For the flat distribution, the ion temperature changes the shift by $+2.5\%$. A beam tilted by 10° from the flow lowers the cold shift to 3.965 GHz, or by 1.5%. An upper-level lifetime $\tau$ of roughly 10 ns gives a natural width $1/(2\pi\tau)$ of 16 MHz. A stray field of 1 G splits the line on a scale of 1.4 MHz, for a $g$ factor of one. Using the air wavelength in $u/\lambda_0$ changes the shift by 1.1 MHz.

The metastable ions need separate care. Those formed from neutral atoms close to the edge have not shared the acceleration of the flow and would add signal at smaller detuning. If they are numerous, the line no longer represents the flow of the ions as a whole, even though each ion still obeys the Doppler formula.

## Computed results

```
Electron temperature: 3.00 eV
Ion temperature (rough): 0.050 eV
Ion mass: 39.95 u = 6.6339e-26 kg
Pump wavelength in vacuum: 668.6 nm
Rest frequency: 448.39 THz
Bohm speed: 2691.7 m/s
Bohm speed / speed of light: 8.979e-06
Marginal speed from space charge, cold: 2690.8 m/s
Presheath u/u_B at 99.8% of its length: 0.939
Ion kinetic energy at Bohm speed: 1.500 eV
Doppler shift, first order: 4.026 GHz
Doppler shift, crest crossings: 4.026 GHz
Shift for opposite motion: -4.026 GHz
Laser wavelength change: -6.003 pm
Speed corresponding to 1 GHz: 668.6 m/s
Wrong: 3 eV as kinetic energy: 5.694 GHz
Fluorescence wavelength (rough): 443 nm
Wrong: fluorescence wavelength: 6.08 GHz
Warm-ion marginal speed, formula: 2758.2 m/s
Warm-ion marginal speed, integral: 2757.2 m/s
Warm-ion shift: 4.125 GHz
Thermal full width at half height: 1.224 GHz
Beam misalignment considered: 10 degrees
Shift with this misalignment: 3.965 GHz
Second-order Doppler term: 18.1 kHz
Photon recoil shift: 11.2 kHz
Upper-level lifetime (rough): 10 ns
Natural width: 16 MHz
Stray magnetic field (rough): 1 G
Zeeman scale, unit g factor: 1.4 MHz
Refractive index of air minus 1 (rough): 2.8e-04
Air/vacuum confusion, change of shift: 1.1 MHz
Gas pressure: 1 mTorr
Gas temperature: 300 K
Ion-neutral cross-section (rough): 1e-14 cm2
Ion mean free path: 3.1 cm
Plasma density: 1e+10 cm^-3
Debye length with centre density: 0.0129 cm
Debye length / mean free path: 0.0041
```
